First-Order Central-Cell Shifts of Hydrogenic Donor Levels

**Problem**

A donor in a semiconductor binds one electron. Far from the donor ion the electron feels a screened Coulomb attraction. Close to the ion the potential differs from this, because screening is incomplete there and the donor's core is not that of the host atom. Call the difference the central-cell potential W(r). It is weak, spherical, and confined to a region much smaller than the electron's orbit. In what ratio does W shift the 1s, 2s and 2p levels, to first order?

Assume a single isotropic parabolic band minimum with effective mass m and static relative permittivity ε. The envelope function ψ then obeys a hydrogen equation with

a = 4πε₀ε ħ²/(m e²),  R = ħ²/(2m a²),  E_n = −R/n².

Here a is the effective Bohr radius, R is the effective Rydberg, and energies are measured from the band edge. Spin plays no part, since W does not act on it.

**A tempting solution**

The first-order shift is the average of W over the orbital. As W acts only near the ion, the shift should be proportional to the probability density there. One electron is spread over a volume of order ⟨r⟩³, so take the density to be proportional to 1/⟨r⟩³. The mean radii of the hydrogenic states are

⟨r⟩ = 3a/2 for 1s,  6a for 2s,  5a for 2p.

Relative to 2s, the 1s shift is (6/1.5)³ = 64 and the 2p shift is (6/5)³ = 1.73. The ratio would be

1s : 2s : 2p = 64 : 1 : 1.73.

According to this estimate the 2p level moves more than the 2s level, because its orbit is slightly smaller.

**Where it fails**

The first two sentences of that argument are sound. The fault is in the third, which replaces the density at the ion by a density averaged over the whole orbital. The two can differ greatly. A 2s electron spends most of its time in an outer shell, but its wave function also has an inner lobe that peaks at the ion. A 2p function has a node at the ion, however compact its orbit may be. The mean radius records neither fact, so the wave functions themselves are needed.

**Reduction to a contact term**

First-order theory requires the matrix elements

W_ij = ∫ ψ_i*(r) W(r) ψ_j(r) d³r.

The envelopes vary over distances of order a, while W vanishes beyond a much smaller distance. To leading order, both envelopes can be given their values at the origin and taken outside the integral:

W_ij = −g ψ_i*(0) ψ_j(0),  g = −∫ W(r) d³r.

This is the matrix element of −g δ³(r). With this sign convention, g > 0 means a net attraction and g has the unit energy times volume. The details of the core enter through this one number.

**The wave functions at the origin**

Let x = r/a, measure energy in units of R, and write the radial part of ψ as u(x)/x. The equation for u is

−u″ + l(l+1)u/x² − 2u/x = E u.

For 1s take u = x e^(−x). Then u″ = (−2 + x)e^(−x), and the left side is (2 − x − 2)e^(−x) = −u, so E = −1. The wave function is ψ = A e^(−r/a), and normalization gives

1 = 4πA²a³ ∫₀^∞ x² e^(−2x) dx = 4πA²a³ · 2/2³ = πa³A².

Hence |ψ_1s(0)|² = A² = 1/(πa³).

For 2s take u = (x − x²/2)e^(−x/2). Differentiating twice,

u′ = (1 − 3x/2 + x²/4)e^(−x/2),
u″ = (−2 + 5x/4 − x²/8)e^(−x/2).

The left side becomes

(2 − 5x/4 + x²/8 − 2 + x)e^(−x/2) = −(1/4)(x − x²/2)e^(−x/2) = −u/4,

so E = −1/4. The wave function is ψ = B(1 − x/2)e^(−x/2), with

1 = 4πB²a³ ∫₀^∞ (x² − x³ + x⁴/4)e^(−x) dx
 = 4πB²a³ (2 − 6 + 6) = 8πa³B².

Hence |ψ_2s(0)|² = B² = 1/(8πa³).

For 2p, l = 1 and u = x²e^(−x/2). Now u″ = (2 − 2x + x²/4)e^(−x/2), and the left side is

(−2 + 2x − x²/4 + 2 − 2x)e^(−x/2) = −u/4.

This is again E = −1/4. The state oriented along z is ψ = C(z/a)e^(−r/2a). The angular average of z²/r² is 1/3, so

1 = C²a³(4π/3) ∫₀^∞ x⁴e^(−x) dx = 32πa³C².

The x and y states have the same form. All three vanish at the origin.

**Degeneracy and the answer**

The 1s level is not degenerate apart from spin. The n = 2 level contains four orbital states of equal energy, so W must be diagonalized among them before any shift can be read off. In the order 2s, 2p_x, 2p_y, 2p_z, every element −gψ_i*(0)ψ_j(0) that involves a 2p state is zero. The 4×4 matrix is therefore already diagonal, with a single nonzero entry. The shifts are

ΔE_1s = −g/(πa³),
ΔE_2s = −g/(8πa³),
ΔE_2p = 0.

For g ≠ 0 this gives

ΔE_1s : ΔE_2s : ΔE_2p = 8 : 1 : 0.

A repulsive core, g < 0, raises the s levels instead of lowering them, in the same ratio.

The size of the original error can now be stated. A uniform sphere of radius ⟨r⟩ has density 3/(4π⟨r⟩³), which is 1/(4.5πa³) for 1s and 1/(288πa³) for 2s. These are below the true central densities by factors of 4.5 and 36. The second factor is eight times the first, which turned a ratio of 8 into 64.

**The rest of the s series**

The factor 8 is 2³, and the same cube governs higher s states. Multiply the radial equation for l = 0, with v = −2/x, by 2u′ and integrate from 0 to ∞. For a normalized bound state u vanishes at both ends and u′ vanishes at infinity. Integrating the potential term by parts leaves

u′(0)² = ∫₀^∞ v′u² dx = 2⟨1/x²⟩.

To find ⟨1/x²⟩, treat l as a continuous parameter at a fixed number k of radial nodes. Then E = −1/(k+l+1)² and n = k+l+1. The derivative of the energy equals the average derivative of the Hamiltonian:

2/n³ = (2l+1)⟨1/x²⟩.

At l = 0 this gives ⟨1/x²⟩ = 2/n³ and u′(0)² = 4/n³. Near the origin u ≈ u′(0)x, and the angular normalization contributes 1/(4π), so

|ψ_ns(0)|² = u′(0)²/(4πa³) = 1/(πn³a³).

The contact shift of an s level thus falls as 1/n³, whereas the orbital volume grows as n⁶.

**A core of finite size**

A real core has a range, so the envelope is not quite constant across it. Relative to their values at the origin, the s densities are

1s: e^(−2x) = 1 − 2x + 2x² + …
2s: (1 − x/2)²e^(−x) = (1 − x + x²/4)(1 − x + x²/2 + …)
  = 1 − 2x + 7x²/4 + …

The linear terms agree. They come from the cusp that the Coulomb attraction produces at the ion, and they change both shifts by the same fraction, which is a reduction if W has the same sign everywhere. The ratio changes only in the next order:

ΔE_1s/ΔE_2s ≈ 8(1 + ⟨x²⟩/4).

Here ⟨x²⟩ is an average weighted by W, namely ∫W x² d³r / ∫W d³r. The 2p density, averaged over angle, is x²e^(−x)/(96πa³). Its shift is therefore about ⟨x²⟩/96 of the 1s shift: small, but no longer zero. A spherical W still does not mix 2s with 2p.

**Numbers for a model donor**

Take m = 0.25 electron masses and ε = 8, which give R = 53.15 meV and a = 1.693 nm. For the core choose the Gaussian well

W(r) = −W₀ exp(−r²/b²),  W₀ = 1000 meV,  b = 0.15 nm.

Its strength is

g = π^(3/2)W₀b³ = 18.79 meV nm³,

and the central 1s density is 1/(πa³) = 0.06555 nm⁻³. The contact shifts are

ΔE_1s = −18.79 × 0.06555 = −1.232 meV,
ΔE_2s = −1.232/8 = −0.154 meV,
ΔE_2p = 0.

Both n = 1 to n = 2 intervals start at 3R/4 = 39.86 meV. The 1s–2p interval grows by the whole 1s shift, to 41.09 meV. The 1s–2s interval grows by seven eighths of it, to 40.94 meV. The 2s level lies 0.154 meV below 2p.

For the finite range, the Gaussian averages are ⟨x⟩ = 2b/(√π a) = 0.100 and ⟨x²⟩ = 3b²/(2a²) = 0.0118. The reduction factor for 1s is then about 1 − 0.200 + 0.024 = 0.82. Direct integration of W over the 1s density gives −1.012 meV, which is 0.82 of the contact value. The predicted ratio is 8(1 + 0.0029) = 8.02, and integration also gives 8.02. The individual shift is thus far more sensitive to the core's size than the ratio is.

Diagonalizing the full radial Hamiltonian with this well includes the higher orders in W. It gives

ΔE_1s = −1.095 meV,
ΔE_2s = −0.135 meV,
ΔE_2p = −0.00013 meV.

The 1s shift is 8% larger in magnitude than its finite-range first-order value. Its second-order part must be negative, because every state coupled to the ground state lies above it. The contact estimate exceeds the full 1s shift by 12%: its neglect of the range and its neglect of higher orders act in opposite directions. The full 1s/2s ratio is 8.09.

The contact limit was also tested without assuming the central densities. The full eigenvalues were computed for g = ±0.01 Ra³ at b/a = 0.05, 0.1 and 0.2. Their slopes in g were extrapolated quadratically to b = 0. The resulting 1s/2s ratio is 7.996, and the 2p/1s ratio is −1.8 × 10⁻⁵. The small negative value is a remainder of the extrapolation. The 2p slope contains a term −⟨x³⟩/96, relative to the 1s contact slope, which a quadratic fit cannot remove; with ⟨x³⟩ = 4b³/(√π a³) it leaves about −2.4 × 10⁻⁵, the sign and order of size found.

**Why the delta term stops at first order**

A delta potential couples a bound state equally to plane waves of all large wave numbers k. The number of such states grows as k² dk, while the energy denominator grows as k². The second-order sum therefore behaves as ∫dk and diverges. A core of range b cuts the integral off near k = 1/b, and the series is then controlled by

2mW₀b²/ħ² = 0.148

in the example. If this number approaches one, the first-order size of the shifts loses its justification, even when b is much smaller than a: at the value one, the 1s shift is 1.6 to 2 times its first-order value. The ratio is more robust, as long as the shifts stay small compared with R. At the value one the 1s/2s ratio is 8.05 for b/a = 0.005 and 8.9 for b/a = 0.089.

**Comparison with oxide films**

The mass and permittivity are rough values in the regime of crystalline zinc oxide films. The well is a chosen model, not a fit to hydrogen or to any other dopant, and its range is shorter than a lattice spacing. It should be read as an effective parameter of the envelope equation. A real donor may have a much stronger core, for which a first-order treatment fails.

The assumed isotropy is only approximate in such a crystal. Mass and dielectric anisotropy can be combined by rescaling z, which to leading order adds η(p_z² − p²/3)/2m to the Hamiltonian. For s states the average of this term is zero. For 2p₀ the average of p_z²/p² is 3/5, and for 2p±₁ it is 1/5. Since ⟨p²/2m⟩ = R/4, the 2p states split by

η(3/5 − 1/5)R/4 = ηR/10.

To first order in η, a rough η = 0.1 gives 0.53 meV, more than three times the contact 2s–2p splitting. A measured 2s–2p interval could not be converted into g without first removing this effect.

Electric fields are as disturbing. A field F couples 2s to 2p₀ with strength 3eaF. This equals half the contact splitting at F = 1.5 × 10⁻⁴ MV/cm, the screened field of a single elementary charge 109 nm away. This distance assumes that the contact term is the whole 2s–2p gap, and it varies as the inverse square root of the gap. The anisotropy term adds ηR/15 to the gap for a field along z and −ηR/30 for a field in the plane, so for η = ±0.1 the distance ranges from about 60 to 280 nm. A film with charged defects within some tens of nanometres of the donor will in general have mixed n = 2 states, not pure 2s and 2p.

The polar lattice also responds to the electron. With rough values of 70 meV for the phonon energy and 4 for the high-frequency permittivity, the coupling constant is α = 0.87. If m is the bare band mass, weak-coupling theory raises it by the fraction α/6, or about 15%, and raises R by 7.7 meV. If the change of mass were the only effect, the contact shift at fixed g would scale as 1/a³, hence as m³, and grow by about half for every s level. If m already includes this dressing, the correction must not be applied again. As R is 0.76 of the phonon energy, this is an estimate of scale and no more.

Nor is a change of mass the whole effect. Screening by the lattice is incomplete within a distance of about √(ħ²/(2mE_ph)) = 1.5 nm, where E_ph is the phonon energy. This length is close to a, so the resulting correction is not a contact term, and it can itself separate 2s from 2p. To first order in α this separation is about 0.3 meV for the present values, twice the contact splitting. The phonons also change the response to the core itself. The n = 2 states mix with the state "1s plus one phonon", which lies only E_ph − 3R/4 above them and carries the large 1s shift; for 2s its weight is about 0.09. To first order in α the core shift then grows by about a third for 1s but roughly doubles for 2s, so the 1s/2s ratio falls to about 5, and 2p acquires a core shift as well. The ratio 8 : 1 : 0 belongs to the model with static screening, and it holds in a polar crystal only when the coupling is weak or R is far below E_ph.

The film must also be much thicker than the mean 2s radius of 10 nm, and the donors must be dilute. The rough Mott rule puts the loss of isolated 1s states near 3 × 10¹⁸ cm⁻³. The larger n = 2 orbitals overlap at much lower densities. At 10¹⁷ cm⁻³ half the spacing n^(−1/3) is 11 nm, about the mean 2s radius. Randomly placed donors come closer than this: at 10¹⁶ cm⁻³ about 30% still have a neighbour within twice the mean 2s radius, and at 10¹⁵ cm⁻³ about 3%. Isolated n = 2 states call for densities well below 10¹⁶ cm⁻³. At 300 K the thermal energy is 26 meV, about half the binding energy, and the band offers many more states than dilute donors do. Most donors are then ionized, so a cold sample is needed to keep the electron mostly in 1s. In an amorphous oxide, a rough potential fluctuation of 30 meV is 24 times the contact 1s shift. If it were smooth over the whole orbit, it would leave the 1s–2s interval nearly unchanged, but its gradient would still act as a field: 30 meV over 100 nm couples 2s to 2p by about 1.5 meV, twenty times half the contact splitting. If it varies over a few nanometres, it also changes the intervals between levels, by more than the core does. The ratio 8 : 1 : 0 then remains a property of the ideal donor model, but it should not be expected as a resolved pattern of levels in such a film. The computed values are collected in the numerical output below.

Numbers as computed

```
Input effective mass: 0.25 electron masses
Input static relative permittivity: 8.0
Input core depth: 1000 meV
Input core width b: 0.15 nm
Effective Rydberg: 53.147 meV
Effective Bohr radius: 1.6934 nm
Contact strength g: 18.793 meV nm^3
1s density at origin: 0.06555 nm^-3
Core width / Bohr radius: 0.0886
Core strength 2m W0 b^2/hbar^2: 0.1476
1s unperturbed energy: -53.147 meV
1s contact shift: -1.23196 meV
1s finite-range first-order shift: -1.012283 meV
1s all-order shift: -1.095084 meV
2s unperturbed energy: -13.287 meV
2s contact shift: -0.15399 meV
2s finite-range first-order shift: -0.126172 meV
2s all-order shift: -0.135314 meV
2p unperturbed energy: -13.287 meV
2p contact shift: 0.00000 meV
2p finite-range first-order shift: -0.000132 meV
2p all-order shift: -0.000134 meV
Finite-range first-order 1s/2s: 8.0230
All-order 1s/2s: 8.0929
All-order 2p/1s: 1.220e-04
Zero-range numerical 1s/2s: 7.9958
Zero-range numerical 2p/1s: -1.76e-05
Unperturbed 1s-2s and 1s-2p line: 39.860 meV
Contact 1s-2s line: 40.938 meV
Contact 1s-2p line: 41.092 meV
Contact 2s-2p splitting: 0.15399 meV
Input anisotropy eta (rough): 0.10
Anisotropic 2p splitting: 0.531 meV
Field with coupling = half splitting: 1.516e-04 MV/cm
Distance of one charge giving that field: 109.0 nm
Mean 2s radius: 10.16 nm
Input phonon energy (rough): 70 meV
Input high-frequency permittivity (rough): 4.0
Polaron coupling alpha: 0.871
Rydberg / phonon energy: 0.759
Polaron mass effect on Rydberg: 7.72 meV
Thermal energy at 10 K: 0.862 meV
Thermal energy at 300 K: 25.85 meV
Mott density, rough rule: 3.22e+18 cm^-3
Input amorphous disorder (rough): 30 meV
Disorder / contact 1s shift: 24.4
```
